**Ratio estimator for the mean backscattered energy**

For N independent histories with escaping weight Y and weighted escape energy X, the program examines R̂ = ΣX/ΣY as an estimator of R = E[X]/E[Y]. The leading bias is (R Var Y − Cov(X,Y))/(N E[Y]²), and the leading variance is Var(X − RY)/(N E[Y]²). The tallies come from a binary-collision simulation of boron in amorphous silicon, whose deflection routine is asserted against the Rutherford formula and whose nuclear stopping is asserted against a standard fit. Integrals for the full mean and variance of R̂ are asserted against enumeration of a small population, then used to assert the accuracy of the leading terms and the fall of the bias remainder with N. Further assertions cover the vanishing 1/N bias for unit weights, the bias of averaged batch ratios, its plug-in correction, and agreement with a separate unweighted run. The output gives R = 713 eV with a standard error of 11 eV for 80,000 histories. At N = 2000 the leading bias is −1.383 eV against −1.408 eV in full, and omitting the covariance makes the standard deviation 2.2 times too large.

## Numerical verification

```python
# Result under test: for N independent ion histories with tallies
#   Y = backscattered weight, X = weight * escape energy, R = E[X]/E[Y],
# the estimator Rhat = sum(X)/sum(Y) (0 if nothing escapes) has
#   bias     = (R Var Y - Cov(X,Y)) / (N E[Y]^2)                 + O(1/N^2)
#   variance = (Var X - 2 R Cov(X,Y) + R^2 Var Y) / (N E[Y]^2)   + O(1/N^2)
# With unit weights and at most one escape per history the 1/N bias is zero.
# The tallies come from a binary-collision simulation of boron in amorphous
# silicon. Energies are in eV and lengths in nm.
import itertools
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(20241)

# ---------- material and beam ----------
Z_ION, Z_TARGET = 5, 14
M_ION, M_TARGET = 11.009, 28.085            # atomic mass units
DENSITY = 50.0                              # atoms per nm^3, rounded
E_LOW, E_TOP, E_SCALE = 1000.0, 5000.0, 1000.0
E_CUT = 10.0                                # ions below this are stopped
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # e^2 in eV nm
BOHR = const.physical_constants["Bohr radius"][0] * 1e9
RYDBERG = const.physical_constants["Rydberg constant times hc in eV"][0]
SCREEN_LENGTH = 0.8854 * BOHR / (Z_ION**0.23 + Z_TARGET**0.23)
MASS_RATIO = M_ION / M_TARGET
TRANSFER = 4 * M_ION * M_TARGET / (M_ION + M_TARGET)**2
EPS_PER_EV = (SCREEN_LENGTH / (Z_ION * Z_TARGET * COULOMB)
              * M_TARGET / (M_ION + M_TARGET))
FREE_PATH = DENSITY**(-1 / 3)
B_MAX = FREE_PATH / np.sqrt(np.pi) / SCREEN_LENGTH
# Lindhard-Scharff loss per nm = STOPPING * sqrt(energy)
STOPPING = (DENSITY * 8 * np.pi * COULOMB * BOHR * Z_ION**(7 / 6) * Z_TARGET
            / (Z_ION**(2 / 3) + Z_TARGET**(2 / 3))**1.5
            / np.sqrt(RYDBERG * M_ION * const.atomic_mass / const.m_e))


def universal_screening(x):
    return (0.1818 * np.exp(-3.2 * x) + 0.5099 * np.exp(-0.9423 * x)
            + 0.2802 * np.exp(-0.4029 * x) + 0.02817 * np.exp(-0.2016 * x))


def half_angle_sine(eps, b, screening):
    """sin(theta/2) of the centre-of-mass deflection, from the orbit integral."""
    eps, b = np.broadcast_arrays(np.asarray(eps, float), np.asarray(b, float))

    def radial(x):
        return 1 - screening(x) / (x * eps) - (b / x)**2
    low, high = np.full(eps.shape, 1e-9), 1 / eps + b
    for _ in range(64):
        middle = 0.5 * (low + high)
        outside = radial(middle) > 0
        high = np.where(outside, middle, high)
        low = np.where(outside, low, middle)
    nodes, node_weights = np.polynomial.legendre.leggauss(48)
    total = np.zeros(eps.shape)
    for node, weight in zip(nodes, node_weights):
        angle = np.pi / 4 * (node + 1)
        total += (np.pi / 4 * weight * np.sin(angle)
                  / np.sqrt(radial(high / np.cos(angle))))
    theta = np.pi - 2 * b / high * total
    return np.clip(np.sin(theta / 2), 0, 1)


# Orbit integral against the closed Rutherford deflection
eps_test, b_test = np.array([0.05, 0.3, 2.0]), np.array([3.0, 1.0, 0.4])
rutherford = np.sin(np.arctan(1 / (2 * eps_test * b_test)))
assert np.allclose(half_angle_sine(eps_test, b_test, np.ones_like),
                   rutherford, atol=1e-6)

N_EPS, N_B = 80, 160
log_e_grid = np.linspace(np.log(0.9 * E_CUT), np.log(1.01 * E_TOP), N_EPS)
q_grid = np.linspace(0, 1, N_B)             # impact parameter = B_MAX * q^2
table = half_angle_sine(EPS_PER_EV * np.exp(log_e_grid)[:, None],
                        B_MAX * q_grid[None, :]**2, universal_screening)
flat_table = table.ravel()
LOG_E0, LOG_STEP = log_e_grid[0], log_e_grid[1] - log_e_grid[0]

# Nuclear stopping against the standard fit (fit and cut-off: a few percent)
for eps in (0.1, 0.4):
    b_line = np.linspace(0, B_MAX, 2001)
    s2 = half_angle_sine(eps, b_line, universal_screening)**2
    integrand = 2 * b_line * s2
    integral = np.sum((integrand[1:] + integrand[:-1]) / 2) * b_line[1]
    fit = np.log(1 + 1.1383 * eps) / (
        2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * eps**0.5))
    assert abs(eps * integral / fit - 1) < 0.08


def transport(energy_in, tilt_degrees=0.0, stopping_factor=1.0):
    """Escape energy (0 if implanted), exit cosine and final depth per ion."""
    count = energy_in.size
    escape, exit_cos, depth = np.zeros(count), np.zeros(count), np.zeros(count)
    label, energy, z = np.arange(count), energy_in.copy(), np.zeros(count)
    mu = np.full(count, np.cos(np.radians(tilt_degrees)))
    step = FREE_PATH * rng.random(count)
    while label.size:
        z_new = z + step * mu
        length = step.copy()
        out = z_new < 0
        length[out] = -z[out] / mu[out]
        energy = energy - stopping_factor * STOPPING * np.sqrt(energy) * length
        escape[label[out]] = energy[out]
        exit_cos[label[out]] = -mu[out]
        stopped = ~out & (energy < E_CUT)
        depth[label[stopped]] = z_new[stopped]
        keep = ~(out | stopped)
        label, energy, z, mu = label[keep], energy[keep], z_new[keep], mu[keep]
        row = (np.log(energy) - LOG_E0) / LOG_STEP
        col = np.sqrt(np.sqrt(rng.random(label.size))) * (N_B - 1)
        i, j = row.astype(int), np.minimum(col.astype(int), N_B - 2)
        row, col, k = row - i, col - j, i * N_B + j
        half = ((1 - row) * ((1 - col) * flat_table[k] + col * flat_table[k + 1])
                + row * ((1 - col) * flat_table[k + N_B]
                         + col * flat_table[k + N_B + 1]))
        s2 = half * half
        cos_cm = 1 - 2 * s2
        norm = np.sqrt(1 + 2 * MASS_RATIO * cos_cm + MASS_RATIO**2)
        turn = 2 * half * np.sqrt(1 - s2) / norm
        azimuth = np.cos(2 * np.pi * rng.random(label.size))
        mu = (mu * (cos_cm + MASS_RATIO) / norm
              + np.sqrt(np.maximum(0, 1 - mu * mu)) * turn * azimuth)
        mu = np.clip(mu, -1, 1)
        energy = energy * (1 - TRANSFER * s2)
        alive = energy >= E_CUT
        depth[label[~alive]] = z[~alive]
        label, energy, z, mu = label[alive], energy[alive], z[alive], mu[alive]
        step = np.full(label.size, FREE_PATH)
    return escape, exit_cos, depth


def leading_terms(x, y):
    """R, N*bias, N*variance and N*variance without covariance."""
    ratio, mean_y = x.mean() / y.mean(), y.mean()
    cov = np.mean((x - x.mean()) * (y - mean_y))
    bias = (ratio * y.var() - cov) / mean_y**2
    uncorrelated = (x.var() + ratio**2 * y.var()) / mean_y**2
    return ratio, bias, uncorrelated - 2 * ratio * cov / mean_y**2, uncorrelated


LOG_T_STEP = 0.05
t_grid = np.exp(np.arange(-32, 9, LOG_T_STEP))


def laplace_averages(x, y):
    """Population averages of exp(-tY), X exp(-tY), X^2 exp(-tY)."""
    hit = y > 0
    decay = np.exp(-np.outer(t_grid, y[hit]))
    size = y.size
    return ((decay.sum(1) + size - hit.sum()) / size,
            decay @ x[hit] / size, decay @ x[hit]**2 / size)


def exact_mean_variance(averages, n):
    """Exact mean and variance of Rhat for n draws, via 1/S = int exp(-tS) dt."""
    phi, first, second = averages
    mean = LOG_T_STEP * np.sum(t_grid * n * first * phi**(n - 1))
    square = LOG_T_STEP * np.sum(t_grid**2 * (
        n * second * phi**(n - 1) + n * (n - 1) * first**2 * phi**(n - 2)))
    return mean, square - mean**2


# The integral road against full enumeration of a small population
toy_x, toy_y = np.array([0, 0.3, 2.0, 1.1]), np.array([0, 0.5, 2.5, 1.2])
toy_values = []
for draw in itertools.product(range(4), repeat=4):
    total_y = toy_y[list(draw)].sum()
    toy_values.append(toy_x[list(draw)].sum() / total_y if total_y else 0.0)
toy_mean, toy_var = exact_mean_variance(laplace_averages(toy_x, toy_y), 4)
assert abs(toy_mean - np.mean(toy_values)) < 1e-9
assert abs(toy_var - np.var(toy_values)) < 1e-9

# ---------- main run: flat sampling, reweighted to the pulse spectrum ----------
HISTORIES = 80000
span = E_TOP - E_LOW
full = 1 - np.exp(-span / E_SCALE)
energy_in = E_LOW + span * rng.random(HISTORIES)
weight = span * np.exp(-(E_TOP - energy_in) / E_SCALE) / (E_SCALE * full)
assert abs(weight.mean() - 1) < 5 * weight.std() / np.sqrt(HISTORIES)
escape, exit_cos, depth = transport(energy_in)
back = escape > 0
y = weight * back
x = weight * escape
R, bias_1, var_1, var_uncorrelated = leading_terms(x, y)
cov_xy = np.mean(x * y) - x.mean() * y.mean()
run_error = np.sqrt(var_1 / HISTORIES)

print("screening length %.5f nm, free path %.4f nm" % (SCREEN_LENGTH, FREE_PATH))
print("spectrum %.0f to %.0f eV, scale %.0f eV" % (E_LOW, E_TOP, E_SCALE))
print("tracking cut-off %.0f eV, density %.0f atoms/nm^3" % (E_CUT, DENSITY))
print("weights: smallest %.4f, largest %.4f" % (weight.min(), weight.max()))
print("histories %d, escapes %d" % (HISTORIES, back.sum()))
print("mean X %.4f eV, mean Y %.6f" % (x.mean(), y.mean()))
print("Var X %.6g eV^2, Var Y %.6g" % (x.var(), y.var()))
print("Cov(X,Y) %.6g eV, correlation %.4f"
      % (cov_xy, cov_xy / (x.std() * y.std())))
print("R of the run %.2f eV, its standard error %.2f eV" % (R, run_error))
print("N*bias %.5g eV, N*variance %.5g eV^2" % (bias_1, var_1))

averages = laplace_averages(x, y)
remainder = {}
for n in (500, 2000, 8000):
    mean_n, var_n = exact_mean_variance(averages, n)
    remainder[n] = mean_n - R - bias_1 / n
    print("N=%d: bias leading %.4f, exact %.4f eV" % (n, bias_1 / n, mean_n - R))
    print("N=%d: std leading %.3f, exact %.3f, no covariance %.3f eV"
          % (n, np.sqrt(var_1 / n), np.sqrt(var_n),
             np.sqrt(var_uncorrelated / n)))
    if n >= 2000:       # relative remainder falls as 1/N
        assert abs(var_n * n / var_1 - 1) < 0.1 * 2000 / n
assert abs(remainder[8000]) < 0.05 * abs(bias_1) / 8000
assert abs(remainder[8000]) < abs(remainder[2000]) / 10

# ---------- unit weights: the same histories read as a flat spectrum ----------
flat_y = back.astype(float)
flat_R, flat_bias, flat_var, _ = leading_terms(escape, flat_y)
p = flat_y.mean()
flat_averages = laplace_averages(escape, flat_y)
flat_mean, _ = exact_mean_variance(flat_averages, 100)
assert abs(flat_bias) < 1e-6
assert abs(flat_mean - flat_R + flat_R * (1 - p)**100) < 1e-6
assert abs(flat_var * p / escape[back].var() - 1) < 1e-9
print("unit weights: p %.5f, R %.2f eV" % (p, flat_R))
print("unit weights: |N*bias| below 1e-6 eV: %s" % (abs(flat_bias) < 1e-6))
print("unit weights, N=100: exact bias %.4f eV" % (flat_mean - flat_R))

# ---------- averaging batch ratios, and the plug-in correction ----------
BATCH, SHUFFLES = 2000, 200
plain, corrected = np.zeros(SHUFFLES), np.zeros(SHUFFLES)
for s in range(SHUFFLES):
    order = rng.permutation(HISTORIES)
    xb, yb = x[order].reshape(-1, BATCH), y[order].reshape(-1, BATCH)
    mx, my = xb.mean(1), yb.mean(1)
    ratio = mx / my
    cov_b = (xb * yb).mean(1) - mx * my
    estimate = (ratio * yb.var(1) - cov_b) / (BATCH * my**2)
    plain[s] = ratio.mean() - R
    corrected[s] = (ratio - estimate).mean() - R
batches = HISTORIES // BATCH
plain_se = plain.std(ddof=1) / np.sqrt(SHUFFLES)
corrected_se = corrected.std(ddof=1) / np.sqrt(SHUFFLES)
exact_batch = exact_mean_variance(averages, BATCH)[0] - R
expected = exact_batch * (1 - BATCH / HISTORIES)    # partition, no replacement
assert abs(plain.mean() - expected) < 5 * plain_se + 0.01 * abs(expected)
assert abs(corrected.mean()) < 0.5 * abs(plain.mean()) + 3 * corrected_se
print("%d batches of %d, %d random partitions:" % (batches, BATCH, SHUFFLES))
print("mean batch ratio minus pooled R %.3f +- %.3f eV, expected %.3f eV"
      % (plain.mean(), plain_se, expected))
print("same after plug-in correction %.3f +- %.3f eV"
      % (corrected.mean(), corrected_se))
print("leading bias of pooled tallies %.4f eV" % (bias_1 / HISTORIES))

# ---------- unweighted run from the true spectrum, and neglected effects ----------
SMALL = 30000


def spectrum_run(**options):
    start = E_TOP + E_SCALE * np.log(1 - full * rng.random(SMALL))
    result = transport(start, **options)[0]
    hit = (result > 0).astype(float)
    ratio, _, variance, _ = leading_terms(result, hit)
    return ratio, np.sqrt(variance / SMALL), hit.mean()


base, base_se, base_p = spectrum_run()
assert abs(base - R) < 5 * np.hypot(base_se, run_error)
print("unweighted run, %d ions: R %.1f +- %.1f eV, escape fraction %.5f"
      % (SMALL, base, base_se, base_p))
for name, options in (("electronic stopping x1.5", {"stopping_factor": 1.5}),
                      ("incidence 10 degrees", {"tilt_degrees": 10.0})):
    value, error, fraction = spectrum_run(**options)
    print("%s: R shift %.1f +- %.1f eV, escape fraction %.5f"
          % (name, value - base, np.hypot(error, base_se), fraction))
BARRIER, MISSED, DOSE = 5.0, 30.0, 1e15
passes = back & (escape * exit_cos**2 > BARRIER)
barrier_R = np.sum(weight[passes] * (escape[passes] - BARRIER)) / weight[passes].sum()
print("surface barrier %.0f eV: R shift %.2f eV" % (BARRIER, barrier_R - R))
seen = escape > MISSED
seen_R = x[seen].sum() / y[seen].sum()
print("escapes below %.0f eV missed: R shift %.2f eV" % (MISSED, seen_R - R))
implanted = ~back
mean_depth = np.average(depth[implanted], weights=weight[implanted])
boron_share = DOSE * 1e-14 / (2 * mean_depth) / DENSITY
print("mean implanted depth %.2f nm" % mean_depth)
print("dose %.0e cm^-2 over twice that depth: B/Si atom ratio %.4f"
      % (DOSE, boron_share))
print("tests ok")
```

Output:

```
screening length 0.01427 nm, free path 0.2714 nm
spectrum 1000 to 5000 eV, scale 1000 eV
tracking cut-off 10 eV, density 50 atoms/nm^3
weights: smallest 0.0746, largest 4.0745
histories 80000, escapes 5567
mean X 43.2455 eV, mean Y 0.060615
Var X 109952 eV^2, Var Y 0.117026
Cov(X,Y) 93.6539 eV, correlation 0.8256
R of the run 713.44 eV, its standard error 11.05 eV
N*bias -2765.9 eV, N*variance 9.7667e+06 eV^2
N=500: bias leading -5.5318, exact -5.9646 eV
N=500: std leading 139.762, exact 140.045, no covariance 303.768 eV
N=2000: bias leading -1.3830, exact -1.4081 eV
N=2000: std leading 69.881, exact 69.944, no covariance 151.884 eV
N=8000: bias leading -0.3457, exact -0.3473 eV
N=8000: std leading 34.940, exact 34.949, no covariance 75.942 eV
unit weights: p 0.06959, R 508.55 eV
unit weights: |N*bias| below 1e-6 eV: True
unit weights, N=100: exact bias -0.3749 eV
40 batches of 2000, 200 random partitions:
mean batch ratio minus pooled R -1.354 +- 0.095 eV, expected -1.373 eV
same after plug-in correction 0.033 +- 0.097 eV
leading bias of pooled tallies -0.0346 eV
unweighted run, 30000 ions: R 722.4 +- 11.7 eV, escape fraction 0.06053
electronic stopping x1.5: R shift -49.8 +- 16.7 eV, escape fraction 0.05353
incidence 10 degrees: R shift 17.3 +- 16.8 eV, escape fraction 0.06250
surface barrier 5 eV: R shift 1.53 eV
escapes below 30 eV missed: R shift 15.44 eV
mean implanted depth 20.37 nm
dose 1e+15 cm^-2 over twice that depth: B/Si atom ratio 0.0049
tests ok
```
